\section*{Factored upwind solver for resist development from a point source}

\section{Two solvers on one mesh}

Developer enters a 1000 nm resist film through a pinhole. The development rate rises from 10 nm/s at the top to 20 nm/s at the bottom. On a mesh of $h=3.125$ nm, a first-order upwind solver gives arrival times that are wrong by up to 0.493 s. The same difference formulas, applied to arrival time divided by distance from the hole, are wrong by at most 0.018 s. In the last halving of $h$ the first error falls as $h^{0.77}$ and the second as $h^{1.00}$. The cause is the curvature of the front near the hole, which no fixed mesh resolves.

\section{Problem and conventions}

Let $T(\mathbf x)$ be the time at which the front reaches $\mathbf x$, $R(\mathbf x)>0$ the local rate and $s=1/R$ the slowness. The front moves along its normal at speed $R$, so
\begin{equation}
|\nabla T|=s ,\qquad T(\mathbf x_0)=0 . \label{eik}
\end{equation}
The source $\mathbf x_0$ is a grid node, $\mathbf r=\mathbf x-\mathbf x_0$, $d=r=|\mathbf r|$, $s_0=s(\mathbf x_0)=1/R_0$ and $\mathbf p=\nabla T$. The geometry is a plane, or the meridian plane of an axisymmetric film, where $T$ has no azimuthal derivative and (\ref{eik}) keeps its form. The mesh is square, and $k$ labels its two directions.

I assume that $R$ is smooth, that rays from the source do not cross, and that they reach each node from inside the grid: where $p_k\ne0$, the neighbour on the side from which the ray comes exists. Lengths are in nm and times in s.

\section{Why the quotient is smooth}

Near the source $T\approx s_0r$, whose second derivatives grow as $1/r$. Define $\tau=T/d$. Removing the cone helps if $\tau$ is smoother than $T$. I show that $\tau$ has bounded second derivatives, which is sufficient; it needs proof because $d$ itself is not smooth.

First, $T^2$ is smooth. Rays follow from the Hamiltonian $\tfrac12R^2|\mathbf p|^2$:
\begin{equation}
\dot{\mathbf x}=R^2\mathbf p,\qquad \dot{\mathbf p}=-R|\mathbf p|^2\nabla R=-\nabla R/R ,
\end{equation}
the last form holding for $|\mathbf p|=1/R$. Because the Hamiltonian is quadratic in $\mathbf p$, starting with $\mathbf p_0$ and running for time $t$ ends at the same point as starting with $\mathbf P=t\mathbf p_0$ and running for unit time. The end point is a smooth function of $\mathbf P$, equal to $\mathbf x_0+R_0^2\mathbf P$ to first order, and so can be inverted near the source. Since $|\mathbf p_0|=s_0$, $T^2=t^2=R_0^2|\mathbf P|^2$ is smooth in $\mathbf x$.

Next, its Taylor series is divisible by $r^2$. Equation (\ref{eik}) gives $|\nabla T^2|^2=4s^2T^2$. Insert $T^2=r^2u$, with $\nabla(r^2u)=2\mathbf r u+r^2\nabla u$:
\begin{equation}
4r^2u^2+4r^2u\,\mathbf r\!\cdot\!\nabla u+r^4|\nabla u|^2=4s^2r^2u .
\end{equation}
Division by $4r^2u$ leaves
\begin{equation}
u+\mathbf r\!\cdot\!\nabla u+\frac{r^2|\nabla u|^2}{4u}=s^2 . \label{ueq}
\end{equation}
On a homogeneous polynomial $u_n$ of degree $n$, $\mathbf r\cdot\nabla$ acts as multiplication by $n$. Hence
\begin{equation}
(n+1)u_n=\Big[s^2-\frac{r^2|\nabla u|^2}{4u}\Big]_n ,\qquad u_0=s_0^2 .
\end{equation}
The factor $r^2$ ensures that the right side contains only $u_m$ with $m<n$, so every $u_n$ is a polynomial.

This is the series of the true $T^2$. In $|\nabla T^2|^2=4s^2T^2$ with leading part $s_0^2r^2$, the degree-$n$ part $\sigma_n$ of $T^2$ enters as $4s_0^2n\sigma_n$ on the left and $4s_0^2\sigma_n$ on the right. Their difference, $4s_0^2(n-1)\sigma_n$, fixes $\sigma_n$ for $n\ge3$. The remainder after enough terms is smooth and vanishes to high order, so it still has bounded second derivatives after division by $r^2$. Thus $u$, and $\tau=\sqrt u$ with $u_0>0$, have bounded second derivatives.

For $R=1+Z$ in unit lengths the series begins $u=1-Z+\tfrac{11}{12}Z^2-\tfrac1{12}X^2+\dots$. Cut after degree four, its error against the closed arrival formula below falls with order 4.95 between $r=0.1$ and $0.05$; the first omitted degree is five.

\section{The scheme}

Write $T=wv$. The plain method has $w=1$, $v=T$; the factored method has $w=d$, $v=\tau$. The derivative of $w$ is analytic and only $v$ is differenced. With neighbours $v_-$ and $v_+$ in direction $k$,
\begin{align}
Q_k^-&=w\frac{v-v_-}{h}+v\,\partial_kw=a_k^-v-b_k^-,\\
-Q_k^+&=-w\frac{v_+-v}{h}-v\,\partial_kw=a_k^+v-b_k^+,\\
a_k^\pm&=\frac wh\mp\partial_kw,\qquad b_k^\pm=\frac{w\,v_\pm}{h}.
\end{align}
The Godunov equation at a node is
\begin{equation}
\sum_k\max(Q_k^-,\,-Q_k^+,\,0)^2=s^2 . \label{god}
\end{equation}
Away from the source $d\ge h$ and $|\partial_kd|\le1$, so $a_k^\pm\ge0$. The left side therefore does not decrease with the node value $v$ and does not increase with its neighbours. If $a=0$, which happens one cell from the source for the neighbour farther out, that neighbour cannot contribute and is skipped.

Choose one neighbour per direction, with coefficients $(a_1,b_1)$ and $(a_2,b_2)$, and solve
\begin{equation}
\max(a_1t-b_1,0)^2+\max(a_2t-b_2,0)^2=s^2 .
\end{equation}
With one active term, $t_k=(b_k+s)/a_k$. A term becomes active at $t=b_k/a_k$. Both are active at the solution when the larger of these thresholds lies below $\min(t_1,t_2)$. Then
\begin{equation}
(a_1^2+a_2^2)t^2-2(a_1b_1+a_2b_2)t+b_1^2+b_2^2-s^2=0 ,
\end{equation}
and, using $(a_1b_1+a_2b_2)^2-(a_1^2+a_2^2)(b_1^2+b_2^2)=-(a_1b_2-a_2b_1)^2$,
\begin{equation}
t=\frac{a_1b_1+a_2b_2+\sqrt{(a_1^2+a_2^2)s^2-(a_1b_2-a_2b_1)^2}}{a_1^2+a_2^2}. \label{root}
\end{equation}
The larger root is taken because both brackets must be positive.

The left side of (\ref{god}) is the maximum over the four neighbour pairs. A maximum of nondecreasing functions reaches $s^2$ at the smallest of their individual solutions, so the node value is the minimum over the pairs.

\begin{verbatim}
v = BIG at all nodes;  v(source) = s0 (factored) or 0 (plain)
repeat
  for each of the four diagonal sweep orders
    for each node except the source
      for each pair (x-neighbour, z-neighbour)
        t1 = (b1+s)/a1;  t2 = (b2+s)/a2
        if max(b1/a1, b2/a2) < min(t1,t2): t = root formula
        else:                              t = min(t1,t2)
        v = min(v, t)
until the largest change in one round is negligible
T = w*v
\end{verbatim}

Missing neighbours count as BIG. Nodes on one diagonal do not depend on each other and can be updated together.

\section{Where the logarithm comes from}

Let $\sigma_k=\mathrm{sign}\,p_k$. Inserting the exact $v$ into the difference on the upwind side gives, by Taylor expansion,
\begin{equation}
Q_k=p_k-\sigma_k\frac h2\,w\,\partial_k^2v+\dots \label{trunc}
\end{equation}
Let the numerical value be $v+\delta$, with arrival error $e=w\delta$. To first order the extra slope is $w\partial_k\delta+\delta\partial_kw=\partial_ke$. The squares of the slopes must still sum to $s^2$, so the terms linear in $h$ and $e$ cancel:
\begin{equation}
\mathbf p\cdot\nabla e=\frac h2\,w\sum_k|p_k|\,\partial_k^2v .
\end{equation}
Along a ray $\mathbf p\cdot\nabla=s\,d/dl$, hence
\begin{equation}
e=\frac h2\int w\sum_k|p_k|\,\partial_k^2\!\Big(\frac Tw\Big)\frac{dl}{s}. \label{ray}
\end{equation}

\textbf{Plain method.} Let a ray leave at angle $\theta_0$ to a grid axis. Near the source $T_{xx}=s_0\sin^2\theta_0/r$, $T_{zz}=s_0\cos^2\theta_0/r$, and the integrand is $s_0f/r$ with
\begin{equation}
f(\theta_0)=|\sin\theta_0\cos\theta_0|\,(|\sin\theta_0|+|\cos\theta_0|).
\end{equation}
The expansion fails within a few cells of the source. There the medium is uniform to leading order and the discrete problem contains no length but $h$, so the error accumulated is $h s_0$ times a function of direction. From there outward (\ref{ray}) applies, and
\begin{equation}
e=\frac{h s_0}{2}f(\theta_0)\ln\frac1h+O(h),
\end{equation}
with $h$ in units of a fixed length. Halving $h$ raises $e/h$ by $\tfrac12s_0f\ln2$. This is a leading-order argument, not a proof. The coefficient is largest at $45^\circ$, where $f=1/\sqrt2$, and vanishes along the axes.

\textbf{Factored method.} The integrand contains $d\,\partial_k^2\tau$, which is bounded and vanishes at the source. Near it $e=O(hr^2)$, and at a fixed distance $e=O(h)$. In a uniform film $\tau=s_0$ is constant and the scheme has no truncation error; the solver then returned errors of at most $2\times10^{-13}$ s.

\textbf{Plain method with an exact ball.} If exact times are imposed for $d\le r_0$, the integral starts at $r_0$. For fixed $r_0$ the error is $O(h)$. For $r_0=Kh$ with fixed $K$ the logarithm remains, so an initial patch of a few cells does not restore first order.

\section{An error bound for the factored scheme}

The following argument does not linearize. Let $\varepsilon=\tau_h-\tau$, where $\tau_h$ solves (\ref{god}), let $M$ bound $d\,|\partial_k^2\tau|$, with $d$ taken at a node and the derivative on the segments to its neighbours, and let $q=\mathbf p\cdot\nabla d=\partial T/\partial d$. By Taylor's theorem each one-sided slope of the exact $\tau$ differs from $p_k$ by at most $Mh/2$. At the source $\varepsilon=0$.

Take a positive maximum of $\varepsilon$. On the upwind side the difference of $\varepsilon$ has the sign that raises the slope, so
\begin{equation}
\sigma_kQ_k\ge|p_k|-\tfrac12Mh+\sigma_k\varepsilon\,\partial_kd .
\end{equation}
Multiply by $|p_k|$ and sum. By the Cauchy--Schwarz inequality and (\ref{god}) the left side is at most $s\cdot s$. Since $\sum_kp_k^2=s^2$ and $\sum_k|p_k|\le\sqrt2\,s$,
\begin{equation}
\varepsilon\,q\le\tfrac12Mh\sum_k|p_k|\le\frac{sMh}{\sqrt2}. \label{up}
\end{equation}

Now take a negative minimum $\varepsilon=-\eta$. Both one-sided differences of $\varepsilon$ lower the corresponding terms in (\ref{god}), so each maximum there is at most $|p_k-\eta\,\partial_kd|+\tfrac12Mh$. The triangle inequality gives
\begin{equation}
s\le|\mathbf p-\eta\nabla d|+\frac{Mh}{\sqrt2}.
\end{equation}
Move the last term to the left and square (if the left side is then negative, $Mh>\sqrt2\,s$ and the result below holds anyway, since $\eta(2q-\eta)\le q^2\le s^2$), using $|\mathbf p-\eta\nabla d|^2=s^2-2\eta q+\eta^2$ and dropping the positive $M^2h^2/2$:
\begin{equation}
\eta(2q-\eta)\le\sqrt2\,sMh .
\end{equation}
Two ranges satisfy this: small $\eta$, and $\eta$ near $2q$ or above, where the radial slope would be reversed. The scheme produces $\tau_h>0$, so $\eta<\tau$. If $2q-\tau>0$ everywhere, the second range is excluded. Combined with (\ref{up}), whose right side is smaller because $2q-\tau<2q$,
\begin{equation}
|\varepsilon|\le\sqrt2\,Mh\,\max\frac{s}{2q-\tau},\qquad |T_h-T|=d\,|\varepsilon| . \label{bound}
\end{equation}

The control comes from $\varepsilon\nabla d$, the term created by factoring. With $w=1$ it is absent, and a constant shift of $T$ meets no resistance.

\section{The graded film}

Take $R=R_0+gz$, with depth $z$, $R_0=10$ nm/s, $g=0.01$ s$^{-1}$, and the source at $x=z=0$. The arrival time is
\begin{equation}
T=\frac2g\,\mathrm{arsinh}\frac{g\,d}{2\sqrt{R_0R}},\qquad \cosh gT=C\equiv1+\frac{g^2d^2}{2R_0R}. \label{closed}
\end{equation}
To verify it, differentiate $C$:
\begin{equation}
\partial_xC=\frac{g}{R}\,\frac{gx}{R_0},\qquad \partial_zC=\frac gR\Big[\frac{gz}{R_0}-(C-1)\Big].
\end{equation}
Using $g^2d^2/R_0^2=2(1+gz/R_0)(C-1)$, the squares add to
\begin{equation}
|\nabla C|^2=\frac{g^2}{R^2}\big[2(C-1)+(C-1)^2\big]=\frac{g^2}{R^2}(C^2-1).
\end{equation}
Since $\nabla C=g\sinh(gT)\nabla T$ and $\sinh^2gT=C^2-1$, $|\nabla T|=1/R$. At small $d$, $T\to d/R_0$.

At the bottom below the hole $T=(\ln2)/g=69.3$ s. At the far corner $(1000,1000)$ nm the argument of arsinh is $0.01\times1414/(2\sqrt{200})=0.5$, and $T=200\,\mathrm{arsinh}\,0.5=96.2$ s.

Because $R$ depends on $z$ alone, $p_x$ is constant. A ray at angle $\alpha$ to the surface has $\cos\alpha=p_xR$, which describes a circle centred on the line $z=-R_0/g=-1000$ nm. For the corner ray, equal distances from the centre $(x_c,-1000)$ require $x_c^2+1000^2=(1000-x_c)^2+2000^2$, so $x_c=2000$ nm. The take-off angle has $\tan\theta_0=x_c/1000=2$, or $63.4^\circ$, and $f=0.537$. The predicted rise of $e/h$ per halving is $0.1\times0.537\times0.693/2=0.0186$ s/nm.

On the plain solver the last measured rise at the corner is 0.0182 s/nm. Taking twice the last rise minus the previous one, which would remove a correction proportional to $h$ and here reduces one that falls somewhat more slowly, gives 0.0185. In a uniform film the corner ray leaves at $45^\circ$; the prediction is 0.0245 and the extrapolated value 0.0243 s/nm.

\begin{center}
\begin{tabular}{rcc}
$h$ (nm) & plain, largest error (s) & factored (s)\\
25 & 2.28 & 0.143\\
12.5 & 1.41 & 0.071\\
6.25 & 0.84 & 0.036\\
3.125 & 0.49 & 0.018
\end{tabular}
\end{center}

The plain orders, 0.70, 0.74 and 0.77, rise slowly, as expected from $h\ln(1/h)$, and should not be read as a fixed fractional power. The factored orders are 1.00.

The factored constant can be found by hand below the hole. There $p_x=0$ and $|p_z|=s$, so (\ref{ray}) becomes, after integration by parts with $z\tau'=s-\tau$,
\begin{equation}
\frac eh=\frac12\int_0^Lz\,\tau''dz=\frac12\big[z\tau'-\tau\big]_0^L=\frac12\big[s(L)+s_0-2\tau(L)\big].
\end{equation}
With $L=1000$ nm, $s(L)=0.05$ and $\tau(L)=0.06931$ s/nm, this is 0.0057 s/nm, equal at this precision to the largest factored error divided by $h$. At the corner the solver and a numerical evaluation of (\ref{ray}) both give 0.0056 s/nm.

With exact times in a fixed 200 nm ball, the plain corner error is 0.0398 s/nm times $h$ at $h=6.25$ nm and 0.0399 at 3.125 nm; (\ref{ray}) gives 0.0400. The logarithm has gone, but the constant is seven times the factored one, because fronts outside the ball are still curved.

For the bound, the smallest $2q-\tau$ is 0.027 s/nm. With $M$ estimated as the largest $d$ times the largest second derivative sampled at nodes, (\ref{bound}) gives $7.8\times10^{-4}$ s/nm on the finest mesh. The actual error of $\tau$ is $1.8\times10^{-5}$. This estimate of $M$ is generous, because the largest $d$ and the largest derivative occur at different points; with $M$ as defined in the proof the bound is $4.6\times10^{-4}$ s/nm. It has the right power of $h$, but at about 26 times the actual error (44 times with the cruder $M$) it is too large to serve as an error estimate.

\section{Cost and stability}

A node update solves four small problems in either method. The factored method also needs $d$ and $\nabla d$, which can be stored or recomputed. Starting from large values, each update can only lower $v$, and $v$ stays positive, so the iteration converges without a time step or damping parameter.

On the finest mesh the plain solver stopped after 2 rounds of four sweeps and the factored one after 6, the last round in each case confirming that nothing changed appreciably. One difference between them is causality. In the plain scheme a neighbour that contributes has an earlier arrival time. In the factored scheme, expanding $d$ at the neighbour gives
\begin{equation}
T-T_-=hQ_k^--h\,\partial_kd\,(\tau-\tau_-)-\tfrac12h^2\tau_-\partial_k^2d+\dots
\end{equation}
When $Q_k^-$ is itself of order $h$, this can be negative, so a contributing neighbour may be later. That this causes the extra rounds is a conjecture. The practical consequence is that a single pass in order of arrival time is not guaranteed to solve (\ref{god}); sweeps should be repeated until they settle.

The gain in accuracy comes from factoring, not from the extra rounds, which only settle the iteration. It is large: the factored error at $h=25$ nm, on $41^2$ nodes, is below the plain error at $h=3.125$ nm, on $321^2$ nodes.

\section{Failure modes}

\textbf{Source between nodes.} If $d<h$ at a node, $a_k^\pm$ can be negative and monotonicity is lost. Fix $\tau=s_0$ at such nodes. This is wrong by $O(h)$ in $\tau$ and $O(h^2)$ in $T$, which preserves first order.

\textbf{Steep or layered rates.} $M$ contains the gradients of $s$. A jump in $R$ makes $\partial_k^2\tau$ unbounded, and the proof no longer applies. Factoring removes the source singularity and no other.

\textbf{Crossing rays.} Where two ray families meet, $T$ has a kink that $\tau$ inherits. The analysis here does not cover it.

\textbf{Strong acceleration with depth.} Below the hole in the linear film, with $Z=gz/R_0$, the condition $2q>\tau$ reads $2/(1+Z)>\ln(1+Z)/Z$. There it holds at $Z=3$ (0.500 against 0.462) and fails at $Z=4$ (0.400 against 0.402). The bound needs the condition everywhere, however, and in a film as wide as it is deep the far corner fails first, once the depth reaches about $Z=2.9$. The bound is then unavailable; this does not show that the scheme fails.

\section{Relation to a real resist}

The rates are rough values for a partly exposed novolac-type resist; fully exposed resist develops considerably faster. The rise of rate with depth represents surface inhibition, but spreading it linearly over 1000 nm is a simplification, since inhibition is usually concentrated near the surface. Below that layer, absorption of the exposing light often makes the rate fall with depth. Rays then bend toward the surface, the front reaches some points near it by first running along the surface, and the assumption that rays arrive from inside the grid fails; formula (\ref{closed}) and the proofs above do not cover those points. A flat hole of 20 nm radius instead of a point advances arrival by at most $20/10=2$ s, a limit approached along the surface near the hole, and not at all straight below its centre. With 365 nm light, index 1.7 and an assumed 30\% modulation of the rate, standing waves delay arrival at the bottom by 3.1 s, or 4\%, if the modulation peaks at the top surface; depending on its phase, the delay lies between 2.7 and 4.1 s. Standing waves also bring in rate gradients on a scale of $365/(2\times1.7)=107$ nm, which the mesh must resolve. At this modulation they also make rays cross inside the film, a case the analysis here does not cover. Supply through the hole matters too. For a hemispherical cavity of radius 1000 nm dissolving at 20 nm/s, with one base ion consumed per resist site, demand is 12\% of the largest diffusive supply $2Dac$ through a thin aperture of radius $a=20$ nm with unstirred liquid on both sides, and half that if the outer developer stays at full strength at the hole (diffusivity $10^9$ nm$^2$/s, base 0.26 mol/L, sites 10 mol/L, all rough). If the rate is proportional to base concentration, demand falls with it, and the rate drops by $0.12/1.12$, or about 11\%, at that stage; it drops by more if the dependence is steeper. The standing-wave delay and the largest advance from the hole size exceed the factored error on every mesh used, whereas the plain error at $h=25$ nm, 2.3 s, is comparable to both. The numerical output follows.

\section*{Computed values}
\begin{verbatim}
Film thickness = lateral range: 1000 nm; rate top 10, bottom 20 nm/s
Rate gradient g: 0.010 1/s; source slowness s0: 0.100 s/nm
Exact arrival, bottom below hole: 69.315 s
Exact arrival, surface at x = L: 96.242 s
Exact arrival, far corner (L, L): 96.242 s
Closed formula minus traced rays, largest: 1.5e-09 s
Series of (T/d)^2 for R = 1+Z, degree <= 4: X**4/90 - 41*X**2*Z**2/180 + X**2*Z/6 - X**2/12 + 137*Z**4/180 - 5*Z**3/6 + 11*Z**2/12 - Z + 1
Series error at r = 0.1 and 0.05: 1.71e-06, 5.54e-08; order 4.95
Largest arrival error on the grid:
  h = 25.000 nm: plain 2.2818 s, factored 0.1425 s
  h = 12.500 nm: plain 1.4080 s, factored 0.0711 s
  h = 6.250 nm: plain 0.8431 s, factored 0.0356 s
  h = 3.125 nm: plain 0.4932 s, factored 0.0178 s
Largest error divided by h:
  h = 25.000 nm: plain 0.09127, factored 0.00570 s/nm
  h = 12.500 nm: plain 0.11264, factored 0.00569 s/nm
  h = 6.250 nm: plain 0.13490, factored 0.00569 s/nm
  h = 3.125 nm: plain 0.15781, factored 0.00569 s/nm
Observed orders, plain: 0.697 0.740 0.774
Observed orders, factored: 1.002 1.001 1.000
Rounds of four sweeps, finest mesh: plain 2, factored 6
Uniform film, factored, largest error: 2.0e-13 s
Growth of error/h at (L, L) per halving of h:
  uniform film: last 0.02388, extrapolated 0.02431, predicted 0.02451 s/nm
  graded film: last 0.01817, extrapolated 0.01846, predicted 0.01860 s/nm
Take-off angle from surface of ray to (L, L): 63.43 deg; f = 0.5367
Factored error/h at (L, L): solver 0.00564, ray integral 0.00564 s/nm
Plain with exact ball of 200 nm, error/h at (L, L):
  h = 6.250 nm 0.03975, h = 3.125 nm 0.03990, ray integral 0.04001 s/nm
Smallest 2q - tau, finest mesh: 0.02681 s/nm
Largest error of tau and its rigorous bound:
  h = 25.000 nm: error 1.425e-04, bound 6.215e-03 s/nm
  h = 12.500 nm: error 7.115e-05, bound 3.108e-03 s/nm
  h = 6.250 nm: error 3.555e-05, bound 1.554e-03 s/nm
  h = 3.125 nm: error 1.777e-05, bound 7.769e-04 s/nm
Neglected: hole radius 20 nm, earlier arrival by about 2.00 s
Supply inputs: D 1e+09 nm^2/s, base 0.26 mol/L, sites 10 mol/L
Neglected: base demand / largest supply through hole at r = L: 0.121
Standing wave: 365 nm light, index 1.7, rate modulation 0.3
Neglected: standing-wave delay at the bottom: 3.07 s
\end{verbatim}
